# Newton iteration for the profile and speed of a ferroelectric wall

## A wall at rest

Consider a flat 180° wall in a uniaxial ferroelectric. The wall contains the polar axis, so it carries no bound charge, and a uniform field $E$ acts along that axis. In the overdamped mean-field model the polarization $P(x,t)$ obeys

$$\gamma P_t=gP_{xx}-aP-bP^3+E,\qquad a<0,\quad b,g,\gamma>0 .$$

Set $P=P_0u$ with $P_0=\sqrt{|a|/b}$, and measure length in $L=\sqrt{g/|a|}$ and time in $\gamma/|a|$. Since $g/L^2=|a|$ and $bP_0^2=|a|$, division by $|a|P_0$ gives

$$u_\tau=u_{ss}+u-u^3+e,\qquad e=\frac{E}{|a|P_0},$$

where $s=x/L$ and $\tau=|a|t/\gamma$.

Let $e=0$ and look for a static wall with $u=1$ on the left and $u=-1$ on the right. Multiplying $u''+u-u^3=0$ by $u'$ and integrating gives $u'^2/2+u^2/2-u^4/4=1/4$; the constant follows from $u=\pm1$, $u'=0$ far away. Hence $u'^2=(1-u^2)^2/2$. The falling profile takes the negative root, and

$$u=-\tanh\frac{s-s_0}{\sqrt2}.$$

The centre $s_0$ is arbitrary. A solver given the differential equation and the end states therefore has a whole line of solutions, with nothing to select one. In a field the same freedom remains and the speed is unknown as well. One extra equation, the phase condition, fixes the position and makes room for the extra unknown.

## The moving front

For a steady wall, $u$ depends on $\xi=s-c\tau$, so $u_\tau=-cu'$ and

$$u''+cu'+u-u^3+e=0,\qquad c=\frac{\gamma v}{\sqrt{g|a|}}. \tag{1}$$

The speed unit is $L|a|/\gamma=\sqrt{g|a|}/\gamma$. Positive $c$ moves the wall right and enlarges the up domain.

The uniform states solve $u^3-u-e=0$. The extrema of $u^3-u$ are $\pm2/(3\sqrt3)$, so there are three distinct roots $u_1<u_2<u_3$ when $|e|<e_c=2/(3\sqrt3)$. Their sum is zero because the cubic has no $u^2$ term. The wall joins $u_3$ on the left to $u_1$ on the right.

Try $u'=k(u-u_1)(u-u_3)$ with $k>0$, which is negative between the end states. Differentiation gives

$$u''=k(2u-u_1-u_3)u'=k^2(2u-u_1-u_3)(u-u_1)(u-u_3).$$

Insert this in (1), write $u-u^3+e=-(u-u_1)(u-u_2)(u-u_3)$, and divide by $(u-u_1)(u-u_3)$:

$$k^2(2u-u_1-u_3)+ck-(u-u_2)=0 .$$

The coefficient of $u$ gives $k=1/\sqrt2$. The constant terms give $ck=(u_1+u_3)/2-u_2=-3u_2/2$, so

$$c=-\frac{3u_2}{\sqrt2},\qquad v=-\frac{3P_2}{\gamma}\sqrt{\frac{bg}{2}},\qquad P_2=P_0u_2. \tag{2}$$

For the profile put $u=m-Hy$, with $m=(u_1+u_3)/2$ and $H=(u_3-u_1)/2$. Then $(u-u_1)(u-u_3)=-H^2(1-y^2)$, and the trial equation becomes $y'=\kappa(1-y^2)$ with $\kappa=H/\sqrt2$. Thus

$$u=m-H\tanh(\kappa\xi). \tag{3}$$

For small $e$ the middle root is $u_2=-e-e^3+\dots$, so $c=(3/\sqrt2)(e+e^3+\dots)$ and the wall has a linear mobility. As $e\to e_c$ from below, $u_2\to-1/\sqrt3$ and $c\to\sqrt{3/2}$. There $u_1$ and $u_2$ merge, the down state loses its stability, and the two-state wall problem ends.

**Power balance.** Let $W=u^4/4-u^2/2-eu$. Multiplying (1) by $u'$ and integrating across the wall gives

$$c\int u'^2d\xi=W(u_1)-W(u_3).$$

Viscous dissipation equals the free energy released per unit advance, so the state of lower free energy grows.

**Uniqueness.** For a monotone front use $p(u)=-u'>0$. Since $u''=p\,p_u$, equation (1) becomes $p_u=c+W'(u)/p$. Near $u_1$, put $p\approx\sigma(u-u_1)$ and $q_1=3u_1^2-1>0$. Then $\sigma^2-c\sigma-q_1=0$, whose positive root rises with $c$. Near $u_3$, $p\approx\sigma(u_3-u)$ gives $\sigma^2+c\sigma-q_3=0$ with $q_3=3u_3^2-1$, whose positive root falls with $c$.

Suppose fronts existed at two speeds $c'>c$. Near $u_1$ the faster one has the larger $p$; near $u_3$ it has the smaller. The curves must cross, and at the first crossing the difference $p'-p$ cannot be increasing. But there its slope is $c'-c>0$, a contradiction. The monotone front has one speed, and at that speed the branch leaving $u_1$ is unique, so the profile is unique up to translation.

## Discrete equations and Newton step

Take $\xi_j=jh$ for $|j|<M$, with $X=Mh$, and fix the end values at $u_3$ and $u_1$. The residuals are

$$F_j=\frac{u_{j+1}-2u_j+u_{j-1}}{h^2}+c\,\frac{u_{j+1}-u_{j-1}}{2h}+u_j-u_j^3+e .$$

There are $2M-1$ of these, with one unknown more. The missing equation comes from requiring the squared distance between $u$ and a shifted reference $\hat u(\xi+\alpha)$ to be stationary at $\alpha=0$:

$$G=h\sum_j\hat u'_j(u_j-\hat u_j)=0 .$$

The reference is also the starting guess, $\hat u=m-H\tanh(\xi/2)$, with $c=0$. Its steepness and speed are both wrong. Linearization gives

$$\begin{pmatrix}A&d\\ r^T&0\end{pmatrix}\begin{pmatrix}\delta u\\ \delta c\end{pmatrix}=-\begin{pmatrix}F\\ G\end{pmatrix}.$$

Here $A$ has diagonal $-2/h^2+1-3u_j^2$ and off-diagonals $1/h^2\pm c/(2h)$, with plus for the right neighbour. The column $d_j=(u_{j+1}-u_{j-1})/(2h)$ is the derivative of $F_j$ with respect to $c$, and $r_j=h\hat u'_j$.

The algorithm is:

1. Find the three roots for the given $e$; set the end values, guess and phase row.
2. Evaluate $F$ and $G$. Stop if the largest residual is below $10^{-10}$.
3. Solve the bordered system.
4. Add the correction, halving it while the residual norm does not fall, down to a small minimum step. Return to 2.

**Why the border works.** Differentiating (1) gives $\mathcal L u'=0$, where $\mathcal L=\partial^2+c\,\partial+1-3u^2$. Integration by parts gives the adjoint $\mathcal L^\dagger\psi=\psi''-c\psi'+(1-3u^2)\psi$. With $\psi=e^{c\xi}\phi$,

$$\psi''-c\psi'=e^{c\xi}\left[(\phi''+2c\phi'+c^2\phi)-c(\phi'+c\phi)\right]=e^{c\xi}(\phi''+c\phi'),$$

so $\psi=e^{c\xi}u'$ is the adjoint null vector. For $c>0$ it decays on the right because $2\kappa-c=\sqrt2(u_2-u_1)>0$; reflection covers $c<0$.

Now suppose $\mathcal L\phi+\beta u'=0$ and $\langle r,\phi\rangle=0$. Multiplying by $\psi$ and integrating removes the first term and leaves $\beta\int e^{c\xi}u'^2d\xi=0$, so $\beta=0$. At $+\infty$ the equation $\mathcal L\phi=0$ has one decaying and one growing exponent, so its bounded solutions are multiples of $u'$. The phase condition removes these if $\langle r,u'\rangle\ne0$.

This is a continuum argument; singular values test it on the grid. For $e=0.0478$, $h=0.1$ and $X=20$, the smallest one is $3.6\times10^{-11}$ for $A$ and $0.252$ for the bordered matrix. The first is zero to within the accuracy set by the stopping tolerance. A phase row chosen orthogonal to the null vector gives $1.2\times10^{-13}$: an extra equation alone is not enough.

**Convergence.** After a full step the linear terms cancel, and the new residual is

$$\delta c\,D\delta u-3u\,\delta u^2-\delta u^3,$$

with $D$ the central difference. When the bordered inverse is bounded, the size of the correction is at most a constant times that of the old residual, so convergence is quadratic. The largest residuals in the same run were $2.4\times10^{-1}$, $8.2\times10^{-2}$, $4.3\times10^{-3}$, $1.1\times10^{-5}$ and $5.8\times10^{-11}$. The last two are $0.6$ and $0.5$ times the squares of their predecessors.

Replacing the integral condition by $u(0)=0.3$ moves the wall by $0.40L$ and leaves $c=0.101675918$ unchanged in all printed digits.

## Error analysis

Taylor expansion adds $h^2u''''/12$ to the second difference and $h^2u'''/6$ to the first. To leading order the discrete solution $u+\delta u$, $c+\delta c$ satisfies

$$\mathcal L\delta u+u'\delta c+h^2\left(\frac{u''''}{12}+\frac{cu'''}{6}\right)=0 .$$

Multiplying by $\psi$ and integrating eliminates $\delta u$:

$$\delta c=-h^2\,\frac{\int\psi\,(u''''/12+cu'''/6)\,d\xi}{\int\psi u'\,d\xi}. \tag{4}$$

For small $c$ this can be evaluated by hand. Write $f=u'$, which is even about the wall centre, and $\psi\approx f(1+c\xi)$. The denominator is $\int f^2$. In the numerator $\int ff'''=0$ by parity, and integration by parts gives

$$\int\xi ff'''=-\int(f+\xi f')f''=\int f'^2+\tfrac12\int f'^2=\tfrac32\int f'^2,\qquad \int ff''=-\int f'^2 .$$

The numerator is $c(1/8-1/6)\int f'^2=-(c/24)\int f'^2$. For $f\propto\operatorname{sech}^2\kappa\xi$, the substitution $y=\tanh\kappa\xi$ gives

$$\frac{\int f'^2}{\int f^2}=4\kappa^2\,\frac{\int_{-1}^1(1-y^2)y^2dy}{\int_{-1}^1(1-y^2)dy}=4\kappa^2\,\frac{4/15}{4/3}=\frac{4\kappa^2}{5}\approx\frac25 .$$

Thus $\delta c\approx ch^2/60$. The coefficient is small because the two truncation errors partly cancel.

At $e=0.0478$ the exact speed is $c=0.101659340$:

| $h$ | error of $c$ | largest error of $u$ |
|---|---|---|
| 0.20 | $6.65\times10^{-5}$ | $1.15\times10^{-3}$ |
| 0.10 | $1.66\times10^{-5}$ | $2.85\times10^{-4}$ |
| 0.05 | $4.14\times10^{-6}$ | $7.13\times10^{-5}$ |

Both errors fall fourfold when $h$ is halved. The measured $\delta c/h^2=0.001657$ agrees with $0.001656$ from the full integral (4); the small-$c$ estimate is $0.00169$. Richardson extrapolation, $(4c_{h/2}-c_h)/3$ with $h=0.1$, cancels the $h^2$ term and leaves an error of $-3.5\times10^{-9}$.

The finite domain adds another error. Clamping the ends requires a correction $\delta u$ of the size of the missing tail, $e^{-2\kappa X}$. Multiplication by $\psi$ then leaves boundary products of this correction with $\psi$; for $c>0$ the larger, on the right, scales as $e^{-(4\kappa-c)X}$. From $X=5$ to $10$ this predicts a reduction by about $10^{-6}$. The speed differs from its $X=20$ value by $1.2\times10^{-5}$ and $2.1\times10^{-11}$, a factor of the predicted order. The second difference is below the stopping tolerance, but it stays at $2.1\times10^{-11}$ when Newton is iterated to rounding level. The measured reduction is $1.7\times10^{-6}$ against the predicted $1.2\times10^{-6}$; between $X=5$ and $8$ the decay rate rises from $2.61$ to $2.66$, still short of $4\kappa-c=2.72$.

Two other routes check the speed. Shooting with $p_u=c+W'/p$ from both end states and matching $p$ midway gives $0.101659340$. Evolving a sharp step in time on a fixed grid with $h=0.2$ gives $0.101456$. There only the second derivative is differenced in space, so the $1/6$ term above is absent and $\delta c\approx-(c/8)(2/5)h^2=-ch^2/20$. This is $-0.2\%$, which accounts for the difference. The run also shows that a wall started as a sharp step reaches the steady speed.

## A worked wall in engineering units

Take $P_0=50\ \mu\mathrm{C/cm^2}$ and relative permittivity $\varepsilon_r=45$, rough values in the regime of lithium tantalate, a uniaxial ferroelectric with a continuous transition. The coefficients $g=2.0\times10^{-10}\ \mathrm{V\,m^3/C}$ and $\gamma=1.0\ \Omega\,$cm are round model choices.

The free-energy curvature at $P_0$ is $a+3bP_0^2=2|a|$. Equating it to $1/(\varepsilon_0\varepsilon_r)$, with susceptibility replaced by $\varepsilon_r$, gives $|a|=1.255\times10^9$ V m/C. Then $L=\sqrt{g/|a|}=0.399$ nm, the field unit $|a|P_0$ is $6.27$ MV/cm, and the speed unit is $50.1$ m/s. A field of $0.30$ MV/cm gives $e=0.30/6.27=0.0478$ and $u_2=-0.0479$. Hence

$$c=\frac{3(0.0479)}{\sqrt2}=0.102,\qquad v=0.10166\times50.10\ \mathrm{m/s}=5.09\ \mathrm{m/s}=509\ \mathrm{cm/s}.$$

The tanh half-width $L/\kappa$ is $0.565$ nm.

At higher fields each solution, stretched to the new end states, starts the next, in steps of $0.1E_c$. With $h=0.1$:

| $E/E_c$ | Newton (m/s) | exact (m/s) | linear law (m/s) |
|---|---|---|---|
| 0.1 | 4.097 | 4.097 | 4.090 |
| 0.5 | 21.311 | 21.309 | 20.452 |
| 0.9 | 44.742 | 44.748 | 36.814 |

The linear law is 18% low at $0.9E_c$. The Newton error changes sign between the last two rows, which the small-$c$ estimate $ch^2/60$ cannot give; that estimate is already too large at $0.5E_c$, where it gives $\delta c/h^2=0.0071$ against $0.0043$. The full integral (4) still describes the error at these fields and changes sign near $0.75E_c$. The intrinsic field $E_c$ is $2.4$ MV/cm, above a rough breakdown field of 1 MV/cm; the last two rows test the algorithm and do not describe usable operation.

## What the continuum model leaves out

**Lattice.** The half-width is close to a cell spacing of $0.5$ nm, so replacing the crystal by a continuum is questionable. On a chain with that spacing, the same bordered iteration finds static walls: one site value is prescribed, $e$ replaces $c$ as the unknown, and the border column becomes all ones. The largest field found as the wall crosses a cell is the depinning field, $0.108$ MV/cm. In time evolution the wall stays pinned at $0.7$ times this field and moves at $1.3$ times it. At $0.30$ MV/cm the chain wall travels at $4.22$ m/s, 17% below the continuum value. These numbers belong to the chosen chain. The depinning field is very sensitive to the spacing: it is $0.19$ MV/cm at $0.55$ nm, $0.05$ MV/cm at $0.45$ nm and $7\times10^{-5}$ MV/cm at $0.26$ nm. In lithium tantalate equivalent wall planes repeat at about half the lattice constant or less, so $0.108$ MV/cm is not an estimate of its lattice pinning.

**Inertia.** A term $\mu P_{tt}$ changes the coefficient of $u''$ in (1) to $1-nc^2$, with $n=\mu|a|/\gamma^2$. Rescaling $\xi$ by $\sqrt{1-nc^2}$ restores (1) with speed $c/\sqrt{1-nc^2}$, which must equal the overdamped value. Solving for $c$ and restoring units gives $v=v_0/\sqrt{1+v_0^2/c_0^2}$, with $v_0$ the overdamped speed and $c_0=\sqrt{g/\mu}$. A rough mode frequency of 6 THz, with $\mu=2|a|/(2\pi f)^2$, gives $c_0\approx10.6$ km/s and a relative loss of $10^{-7}$. The loss is this small because the chosen $\gamma$ is large: the damping rate $\gamma/\mu$ is about 150 times the angular frequency $2\pi f$, so the mode itself would be heavily overdamped. For a lightly damped mode with $\gamma/\mu=0.1\times2\pi f$, the same formulas give $v_0\approx7.6$ km/s and a loss of 19%. These are continuum values; on a chain with the cell spacing above, the wall runs about 45% below $v_0$, and 34% below the speed of the same chain without inertia. The continuum speed of about 6 km/s also exceeds the rough sound speeds of lithium tantalate, 3.6 and 5.6 km/s, and the model has no coupling to strain, so this case illustrates the formula and does not describe the crystal. Inertia is therefore negligible for the viscosity chosen here, but not for every crystal with such a mode.

**Heat and charge.** The switching work $2P_0E$, divided by a rough heat capacity of $3\ \mathrm{J/(cm^3\,K)}$, warms the swept volume by 10 K if no heat escapes. This is 1.7% of the distance from 300 K to a rough Curie temperature of 900 K. A wall tilted by $\theta$ carries bound charge $2P_0\sin\theta$ per area, whose field is $P_0\sin\theta/(\varepsilon_0\varepsilon_r)$ for an isolated, unscreened wall and isotropic permittivity. Its magnitude equals that of the applied field at $\theta=1.4^\circ$. It points along the wall normal, however, so its component along the polar axis is smaller by the factor $\sin\theta$, about 2% of $E$ at this tilt. The estimate sizes the stray field, not a change of the wall speed.

**Real crystals.** The example field is 1.5 times a rough practical switching field of congruent lithium tantalate, $0.2$ MV/cm; near-stoichiometric crystals switch at fields ten or more times lower. Near that field, defects and thermally activated nucleation of steps can make real walls slower by orders of magnitude. The model contains neither. At zero field its wall energy is $g\int P_x^2dx=(2\sqrt2/3)gP_0^2/L=118\ \mathrm{mJ/m^2}$, or $0.18$ eV per cell area, about seven times $k_BT$ at 300 K. This sets an energy scale but is not a nucleation barrier. The viscosity is a free choice and $v\propto1/\gamma$, so $5$ m/s is the speed of this ideal viscous wall, not a prediction for a crystal. The remaining values are in the numerical output.

## Computed values

```
rough polarization P0 = 50 uC/cm2; permittivity = 45
chosen g = 2.0e-10 V m3/C; viscosity gamma = 1.0 ohm cm
applied field E = 0.30 MV/cm
|a| = 1.2549e+09 V m/C; b = 5.0196e+09 V m5/C3
length unit L = 0.3992 nm; time unit = 7.969 ps
field unit = 6.2745 MV/cm; speed unit = 50.098 m/s
scaled field e = 0.047813; intrinsic limit e_c = 0.384900
intrinsic switching field = 2.415 MV/cm
scaled roots u1, u2, u3 = -0.975177, -0.047923, 1.023100
tanh half-width of moving wall = 0.5651 nm
exact scaled speed c = 0.101659340
Newton h=0.1, X=20, largest residual at each iteration (scaled):
  2.4e-01, 8.2e-02, 4.3e-03, 1.1e-05, 5.8e-11
h=0.20: c=0.101725819, c error=6.65e-05, u error=1.15e-03
h=0.10: c=0.101675918, c error=1.66e-05, u error=2.85e-04
h=0.05: c=0.101663482, c error=4.14e-06, u error=7.13e-05
Richardson c = 0.101659337; error = -3.5e-09
c error / h^2: predicted 0.001656, measured 0.001657
smallest singular value: plain 3.6e-11, bordered 0.252
  with a phase row orthogonal to the null vector: 1.2e-13
null vector alignment: right 0.999999, left 0.999999
point pin u(0)=0.3: c = 0.101675918; shift = 0.4015 L
change of c for X=5: 1.2e-05; for X=10: 2.1e-11
scaled power: dissipated 0.095582, supplied 0.095598
c by shooting = 0.101659340; by time evolution (h=0.2) = 0.101456
wall speed v = 5.0929 m/s = 509.29 cm/s
E/E_c, E (MV/cm), v Newton, v exact, v low-field law (m/s):
  0.1  0.242  4.097  4.097  4.090
  0.3  0.725  12.444  12.442  12.271
  0.5  1.208  21.311  21.309  20.452
  0.7  1.691  31.366  31.365  28.633
  0.9  2.174  44.742  44.748  36.814
limiting speed at E_c = 61.357 m/s
Neglected effects, sized for the example:
cell spacing = 0.50 nm = 1.252 L
lattice depinning field = 0.1077 MV/cm (scaled 0.01716)
speed on the lattice = 4.2200 m/s; ratio to continuum = 0.829
rough mode frequency = 6 THz; c0 = 10642 m/s
relative speed loss by inertia = 1.1e-07
rough heat capacity = 3 J/(cm3 K); heating = 10.0 K
T = 300 K, rough Curie T = 900 K; heating/(Tc-T) = 0.0167
wall energy = 118.1 mJ/m2; per cell area = 0.1842 eV
thermal energy kT = 0.0259 eV
tilt whose charge field equals E = 1.37 degrees
rough practical switching field = 0.2 MV/cm; E/that = 1.50
rough breakdown field = 1 MV/cm; E/that = 0.30
```
